# Athermal Defect Migration and Barrier Lowering Driven by Carrier Recombination, part 2

Carrier recombination can move a defect in two ways. The first half treated role exchange: site $A$ is stable in charge state 1 and a saddle in state 2, and site $B$ the reverse, with barriers $V_1$ and $V_2$ in the two states. The charge changes at rates $k_{12}=C_pp$ at $A$ and $k_{21}=C_nn$ at $B$, with capture coefficients $C_p$, $C_n$ and carrier densities $p$, $n$. With thermal crossings neglected, Theorem 1 gives the charge-cycle rate and diffusivity

$$R=\frac{k_{12}k_{21}}{k_{12}+k_{21}},$$

$$D=\frac{s^2R}{d},$$

where $s$ is the $A$–$B$ distance and $d$ the dimension. One cycle recombines one electron–hole pair. In the example the gap is 1.20 eV, $R=9.09\times10^5\ \mathrm{s^{-1}}$, and neighbouring $A$ sites are $L=2s$ apart.

In the closing output, the surface test follows drift and diffusion on two periodic energy surfaces with switching between them, at fixed rates ("driven") or under detailed balance ("dark"). Reverse rates are those of the opposite charge changes at the saddles.

A second defect has the same stable site in both charge states and must cross a barrier $E_b$. By how much does released energy lower its apparent barrier, and with what prefactor? The model is:

1. The defect and its surroundings form $m$ classical harmonic oscillators. Migration occurs when one chosen oscillator, the reaction coordinate, holds at least $E_b$.
2. Each cycle adds one energy $\varepsilon$ to their thermal energy $x$. The total $E=\varepsilon+x$ is shared statistically before it is lost.
3. The excess energy is lost in a single step at the rate $\gamma$. A hot interval ends at this loss or at the first hop.
4. Hot intervals do not overlap, so $R\ll\gamma$. The attempt rate $\nu$, $\gamma$, $R$ and the distribution of $\varepsilon$ do not depend on temperature.

The examples use the above $R$, $\nu=1.0\times10^{13}\ \mathrm{s^{-1}}$ and, at 300 K, $kT=0.025852$ eV.

**Lemma 3 (energy sharing).** At total energy $E\ge E_b$, the hop rate is

$$k(E)=\nu\left(1-\frac{E_b}{E}\right)^{m-1},$$

and it is zero for $E<E_b$.

*Proof.* An oscillator of angular frequency $\omega$ and energy $e$ encloses the phase-space area $2\pi e/\omega$. Equal energy intervals therefore have equal areas, and the statistical weight is uniform in the energies $e_1,\dots,e_m$ subject to $\sum e_i=E$. Let $m\ge2$. If the chosen oscillator holds $e$, the other $m-1$ share $E-e$. By scaling, the weight of their possible divisions is proportional to $(E-e)^{m-2}$. Normalization gives the density

$$P(e)=\frac{(m-1)(E-e)^{m-2}}{E^{m-1}},$$

and integration from $E_b$ to $E$ gives

$$\int_{E_b}^{E}P(e)\,de=\left[-\frac{(E-e)^{m-1}}{E^{m-1}}\right]_{E_b}^{E}=\left(1-\frac{E_b}{E}\right)^{m-1}.$$

For $m=1$ the single oscillator holds all the energy, and the probability is one, in agreement with the formula. An oscillator with enough energy reaches the crossing point once in the outward direction per period, which supplies the factor $\nu$. $\square$

**Lemma 4 (thermal energy).** Before the release, the probability density of the thermal energy is

$$g_T(x)=\frac{x^{m-1}e^{-x/kT}}{\Gamma(m)(kT)^m}.$$

*Proof.* By the same scaling, the density of states of $m$ oscillators is proportional to $x^{m-1}$. The Boltzmann factor multiplies it, and $\int_0^\infty x^{m-1}e^{-x/kT}dx=\Gamma(m)(kT)^m$ fixes the constant. $\square$

Within a hot interval of energy $E$, the probability that neither a hop nor a loss has occurred by time $t$ is $e^{-(k+\gamma)t}$. The probability that the interval ends with a hop is therefore $\int_0^\infty k\,e^{-(k+\gamma)t}dt=k/(k+\gamma)$. Averaging over the thermal energy gives the hop probability per release,

$$\eta(\varepsilon)=\int_0^\infty g_T(x)\,\frac{k(\varepsilon+x)}{k(\varepsilon+x)+\gamma}\,dx .$$

If $k\ll\gamma$ for the energies that matter, the fraction may be replaced by $k/\gamma$. This is called the weak limit.

### The total hop rate

Without release, the weak limit must reproduce ordinary thermal migration. Setting $\varepsilon=0$ and combining $x^{m-1}(1-E_b/x)^{m-1}=(x-E_b)^{m-1}$, one has

$$\eta(0)=\frac{\nu}{\gamma}\int_{E_b}^{\infty}\frac{(x-E_b)^{m-1}e^{-x/kT}}{\Gamma(m)(kT)^m}\,dx
=\frac{\nu}{\gamma}e^{-E_b/kT}.$$

The second equality follows from the substitution $x=E_b+y$. This is the thermal rate $\nu e^{-E_b/kT}$ times the mean length $1/\gamma$ of the interval. These hops would have happened anyway, so the total rate is

$$\Gamma_{\rm hop}=\nu e^{-E_b/kT}+R\,[\eta(\varepsilon)-\eta(0)].$$

In the weak limit this is the time average of the hop rate. When $k$ is comparable to $\gamma$, one hot interval still contributes at most one hop, but the subtracted term is only approximate, because a hop also shortens the interval. This term is negligible in the examples below.

### The low-temperature barrier

**Theorem 2.** Let $\Delta=E_b-\varepsilon>0$ and $m^2kT\ll\Delta$. In the weak limit,

$$\eta(\varepsilon)=\frac{\nu}{\gamma}\left(\frac{\Delta}{E_b}\right)^{m-1}e^{-\Delta/kT}
\left[1+m(m-1)\frac{kT\,\varepsilon}{\Delta E_b}+O\big((kT)^2\big)\right].$$

*Proof.* A hop needs $x\ge\Delta$. Put $x=\Delta+y$. Then $E=E_b+y$ and $1-E_b/E=y/(E_b+y)$. With $y=kT\,u$, the powers of $kT$ from $y^{m-1}$ and $dy$ cancel the factor $(kT)^m$ in $g_T$, so that

$$\eta=\frac{\nu}{\gamma}e^{-\Delta/kT}\int_0^\infty\frac{u^{m-1}e^{-u}}{\Gamma(m)}
\left[\frac{\Delta+kTu}{E_b+kTu}\right]^{m-1}du .$$

For small $kT$ the bracket expands as

$$\left(\frac{\Delta}{E_b}\right)^{m-1}\left[1+(m-1)kTu\left(\frac1\Delta-\frac1{E_b}\right)+\dots\right],$$

and $1/\Delta-1/E_b=(E_b-\Delta)/(\Delta E_b)=\varepsilon/(\Delta E_b)$. The remaining weight $u^{m-1}e^{-u}/\Gamma(m)$ is normalized and has mean $\Gamma(m+1)/\Gamma(m)=m$. Inserting this mean gives the theorem. $\square$

The exponential contains $E_b-\varepsilon$: thermal energy needs to supply only what the release has left missing. The power of $\Delta/E_b$ is the price of sharing the release. If the release stayed entirely in the reaction coordinate, the thermal energy of that one oscillator would have to reach $\Delta$, which has the probability $e^{-\Delta/kT}$, and the power would be absent. For $m=1$ there is no sharing. Then $k=\nu$ whenever $x\ge\Delta$, and without the weak limit $\eta=[\nu/(\nu+\gamma)]e^{-\Delta/kT}$.

The low-temperature limit is a property of the classical model. In a real solid, when $kT$ falls below the vibrational quanta, the thermal energy is no longer distributed as in Lemma 4, and tunnelling may contribute. Neither effect is included here. The examples below are not safely classical even at 300 K, since $\nu=10^{13}\ \mathrm{s^{-1}}$ corresponds to a quantum of 41 meV, or $1.6\,kT$. Three such oscillators hold a mean thermal energy of 0.031 eV rather than $3kT=0.078$ eV. Counting discrete quanta in a closely similar case (barrier 24 quanta, release 17) changes $\eta$ by about 4% and its Arrhenius slope by less than 0.002 eV, but the mean thermal energies quoted are classical values, and the tests at $kT=0.002$ and $0.01$ eV check the formulas only.

### What an Arrhenius plot measures

**Lemma 5.** Let $\beta=1/kT$, and let $\langle x\rangle_{\rm r}$ be the mean initial thermal energy of the intervals that end in a hop. Then

$$E_{\rm app}\equiv-\frac{d\ln\eta}{d\beta}=\langle x\rangle_{\rm r}-m\,kT .$$

*Proof.* Temperature enters $\eta$ through $g_T(x)=\beta^mx^{m-1}e^{-\beta x}/\Gamma(m)$ alone, and

$$\frac{\partial g_T}{\partial\beta}=\left(\frac m\beta-x\right)g_T .$$

Insert this under the integral for $\eta$ and divide by $\eta$. The result is $d\ln\eta/d\beta=m\,kT-\langle x\rangle_{\rm r}$. $\square$

Since $m\,kT$ is the mean thermal energy of all intervals, the apparent energy is the excess thermal energy of the successful ones. The proof does not use the weak limit. If $R$ itself depends on temperature, $-d\ln R/d\beta$ must be added to obtain the slope of the enhanced rate.

### A fixed release

Let $E_b=1.00$ eV, $\varepsilon=0.70$ eV, $m=3$ and $\gamma=1.0\times10^{12}\ \mathrm{s^{-1}}$, with one such release per cycle at the rate $R$. Then $\Delta=0.30$ eV, and the leading term of Theorem 2 is

$$\eta\approx10\times(0.30)^2\times e^{-0.30/0.025852}=8.2\times10^{-6}.$$

The first correction is not small at 300 K: $6\times0.025852\times0.70/0.30=0.36$. It raises the estimate to $1.12\times10^{-5}$, in agreement with the full weak-limit integral. That the agreement is so close is partly an accident of the numbers: for $m=3$ the next term of the expansion carries the factor $1-3\Delta/E_b$, which is only 0.1 here. Keeping $k/(k+\gamma)$ instead of $k/\gamma$ lowers the result to $1.05\times10^{-5}$. The added hop rate is

$$R\,\eta=(9.09\times10^5)(1.048\times10^{-5})\ \mathrm{s^{-1}}=9.5\ \mathrm{s^{-1}},$$

against $1.6\times10^{-4}\ \mathrm{s^{-1}}$ for ordinary thermal hops. The subtracted $\eta(0)$ is negligible.

The enhancement is a factor of $6.0\times10^4$. A permanent lowering of the barrier by 0.70 eV would instead give $e^{0.70/0.025852}\approx6\times10^{11}$. The difference has two main sources: the defect is hot for only a fraction $R/\gamma=9.1\times10^{-7}$ of the time, and sharing contributes the leading factor $(0.30)^2=0.09$. To leading order at low temperature, the slope of an Arrhenius plot shows neither.

By Lemma 5, the reactive intervals start with a mean thermal energy of 0.3814 eV, so $E_{\rm app}=0.3814-3(0.02585)=0.304$ eV. The apparent barrier has fallen by 0.696 eV, close to the release of 0.70 eV. This closeness, like the size of the enhancement, depends on the small value $m=3$. With the other parameters unchanged, $m=10$ gives a reduction of 0.638 eV and an enhancement of about $4\times10^2$, and $m=20$ gives 0.559 eV and about 7. At $kT=0.002$ eV the weak-limit apparent energy is 0.30005 eV, and the ratio of $\eta$ to its leading term is 1.02803, against 1.02800 from the first correction.

### Release at or above the barrier

When $\varepsilon>E_b$ no thermal energy is needed. As $T\to0$, $x\to0$ and

$$\eta\to\frac{k(\varepsilon)}{k(\varepsilon)+\gamma}.$$

For $\varepsilon=1.20$ eV, $k/\gamma=10(1-1/1.20)^2=0.278$, so the limit is $0.278/1.278=0.217$. At 300 K the probability is 0.318, because the thermal energy adds to the release and raises $k$. The added hop rate is $2.9\times10^5\ \mathrm{s^{-1}}$. This release would use the whole 1.20 eV gap of the first half and illustrates the limiting regime, not a likely division of energy.

At $\varepsilon=E_b$ the weak limit approaches a power law at low temperature. For small $x$, $k\approx\nu(x/E_b)^{m-1}$, and averaging with Lemma 4 gives

$$\eta\approx\frac\nu\gamma\,\frac{\Gamma(2m-1)}{\Gamma(m)}\left(\frac{kT}{E_b}\right)^{m-1}.$$

For $m>1$ this vanishes at $T=0$ without an activation energy. It joins the activated regime to the athermal one.

### A fluctuating release

Recombination need not leave the same energy near the defect each time, since part of it may escape at once into distant vibrations. Let the release take the values $\varepsilon_j$ with probabilities $p_j$.

**Theorem 3.** Let $m^2kT\ll E_b-\varepsilon_j$ for all releases that contribute appreciably, and let the weak limit hold. To leading order the barrier reduction is

$$E_b-E_{\rm app}=\langle\varepsilon\rangle_w=\frac{\sum_jw_j\varepsilon_j}{\sum_jw_j},\qquad
w_j=p_j\left(1-\frac{\varepsilon_j}{E_b}\right)^{m-1}e^{\varepsilon_j/kT}.$$

*Proof.* The mean hop probability is $\bar\eta=\sum_jp_j\eta(\varepsilon_j)$. Differentiation gives

$$-\frac{d\ln\bar\eta}{d\beta}=\frac{\sum_jp_j\,\eta(\varepsilon_j)\,E_{{\rm app},j}}{\sum_jp_j\,\eta(\varepsilon_j)} .$$

By Theorem 2, $E_{{\rm app},j}=E_b-\varepsilon_j$ to leading order, and $p_j\eta(\varepsilon_j)$ is proportional to $w_j$. The common factor $(\nu/\gamma)e^{-E_b/kT}$ cancels. $\square$

The measured reduction is thus an average over the releases that lead to hops. The Boltzmann factor favours large releases, and the sharing factor opposes them. Differentiating the weighted mean with respect to $\beta$ gives

$$\frac{d\langle\varepsilon\rangle_w}{d\beta}=\langle\varepsilon^2\rangle_w-\langle\varepsilon\rangle_w^2\ge0,$$

so cooling increases the leading-order reduction unless only one release value occurs. As $T\to0$ it approaches the largest release that occurs, provided this lies below $E_b$.

**Corollary.** Let the energy come in $N$ packets of size $u$, each retained independently with probability $r$, and let $Nu<E_b$. For $m=1$ the reduction is

$$E_b-E_{\rm app}=Nu\,\frac{r\,e^{u/kT}}{1-r+r\,e^{u/kT}} .$$

*Proof.* For $m=1$, $\eta(\varepsilon)$ is a constant times $e^{-(E_b-\varepsilon)/kT}$ at any temperature, so no expansion is needed. Independence of the packets gives

$$\left\langle e^{\beta\varepsilon}\right\rangle=\left(1-r+r\,e^{\beta u}\right)^N .$$

The reduction is the derivative of the logarithm of this expression with respect to $\beta$. $\square$

For $kT\gg u$ the reduction tends to the mean release $Nur$; for $r\,e^{u/kT}\gg1$ it tends to the full release $Nu$.

Take $N=7$, $u=0.10$ eV and $r=0.30$. The mean release is 0.21 eV. At 300 K, $e^{u/kT}=47.9$ and $r\,e^{u/kT}=14.4$, so the reduction for $m=1$ is $0.70\times14.4/15.1\approx0.667$ eV, three times the mean. An expansion in the fluctuations would begin with the mean plus the variance divided by $kT$. The variance is $Nu^2r(1-r)=0.0147\ \mathrm{eV^2}$, and the two terms add up to 0.78 eV, more than the 0.70 eV available. Two terms are not enough here.

For $m=3$ the computed reduction is 0.648 eV. The weights of Theorem 3 for seven, six, five and four retained packets stand in the ratio $0.0645:0.0391:0.0089:0.0010$, and their mean is 0.647 eV. The conditions of Theorem 3 are not well met here: $m^2kT=0.23$ eV against $E_b-\varepsilon=0.30$ eV for full retention, and 0.648 eV is computed with $k/(k+\gamma)$. The weak limit gives 0.645 eV, so agreement to the last digit is partly a cancellation. The lower value than for $m=1$ therefore comes mainly from the sharing factor. A separate test with many small packets, whose mean release is 0.07 eV, gives a reduction of 0.3057 eV, against 0.3056 eV from the weighted mean.

A large barrier reduction does not imply a large rate. With fluctuating packets the added hop rate is $3.5\times10^{-3}\ \mathrm{s^{-1}}$, about 2700 times lower than for the fixed release of 0.70 eV, although the two apparent barriers differ by only 0.05 eV. Full retention has the probability $0.30^7=2.2\times10^{-4}$. At low temperature this rarity enters the prefactor in full. At 300 K releases of fewer than seven packets also contribute, and the slope reports an average over all the events that succeed.

### Limits of the description

If energy leaves the defect faster than it is shared, the outcome depends on which vibration receives it first, and Lemma 3 does not apply. If it leaks away gradually, $k$ falls during the interval and the fraction $k/(k+\gamma)$ must be replaced by the hop probability along the cooling path. If hot intervals overlap, releases accumulate and the added rate is no longer proportional to $R$.

Once the temperature dependence of $R$ is known, that of the migration rate can help to distinguish role exchange from energy release below the barrier. Role exchange gives $D/R$ independent of temperature as long as thermal crossings are negligible; on heating they eventually add an activated part. Energy release below the barrier leaves an activated $\eta$, and release above it leaves a finite $\eta$ at $T=0$. In this last case a weak temperature dependence alone does not identify the mechanism. The numerical values are collected in the output below.

## Computed values

```
Surface test D, computed / formula: 0.003669 / 0.003672 (period^2 x rate unit)
Surface test thermal part of D: 0.000672 (same unit)
D ratio, barriers 24 kT to 20 kT, driven: 1.00003
D ratio, barriers 24 kT to 20 kT, dark: 0.10771
Network MSD after 1, 2, 3 cycles: [0.5 1.  1.5] L^2
Fraction of single cycles returning: 0.500
Temperature: 300 K; kT: 0.025852 eV
Role-exchange barriers V1, V2: 0.60, 0.50 eV
Band gap: 1.20 eV; left after relaxation: 0.10 eV
Carrier density n = p: 1.00e+15 cm^-3
Effective band density Nc = Nv: 1.00e+19 cm^-3
Capture coefficients Cn, Cp: 1.00e-08, 1.00e-09 cm^3/s
Charge-change rates k12, k21: 1.000e+06, 1.000e+07 s^-1
Cycle rate R: 9.0909e+05 s^-1
Site distance L: 0.250 nm
Athermal diffusivity: 4.7348e-11 cm^2/s
Attempt rate nu: 1.00e+13 s^-1
Thermal hop rates in states 1, 2: 8.326e+02, 3.984e+04 s^-1
Quasi-Fermi splitting: 0.7238 eV
Electronic levels at A, B above valence edge: 0.05, 1.15 eV
Product of capture/emission ratios: 4.7855e-07
Geometric-mean reverse rate, driven: 4.571e+09 s^-1
Reverse rate needed for same cycling in dark: 5.490e+15 s^-1
Phase-space test probability, sampled / integral: 0.04000 / 0.04042
Second defect: barrier 1.00 eV, release 0.70 eV, modes 3
Energy-loss rate gamma: 1.00e+12 s^-1
Hop probability, full / weak / leading: 1.0476e-05 / 1.1195e-05 / 8.2123e-06
Apparent energy, fixed release: 0.30389 eV
Barrier reduction, fixed release: 0.69611 eV
Mean thermal energy of reactive events: 0.38144 eV
Low-temperature test at kT = 0.002 eV: apparent energy 0.30005 eV
Low-temperature ratio to leading law: 1.02803; predicted 1.02800
Ordinary thermal hop rate: 1.5876e-04 s^-1
Added hop rate, fixed release: 9.5235e+00 s^-1
Packets: 7 of 0.10 eV, retention probability 0.30
Mean retained release: 0.210 eV
Packet barrier reduction, m = 1: 0.66746 eV
Packet barrier reduction, m = 3: 0.64795 eV
Packet hop probability, m = 3: 3.8451e-09
Added hop rate, packet release: 3.4955e-03 s^-1
Broad-release test at kT = 0.010 eV: 35 packets of 0.020 eV, retention 0.10
Broad-release reduction, computed / weighted mean: 0.30572 / 0.30556 eV
High release: 1.20 eV; hop probability at 300 K: 0.31779
High-release hop probability at zero temperature: 0.21739
Added hop rate, high release: 2.8890e+05 s^-1
```
